# Area-weighted and number-weighted mean grain diameter for a lognormal distribution

## Problem

The grains of an annealed copper film are seen in a planar map of its surface. The diameter $d$ of a grain is its equivalent-circle diameter: if the grain covers the area $A$ in the map, then $A=\pi d^2/4$. Counting every grain once, the diameters follow a lognormal distribution. This means that $\ln d$ is normally distributed, with mean $\ln d_{50}$ and standard deviation $s$. The length $d_{50}$ is the median diameter, and $s$ is the logarithmic standard deviation, taken with the natural logarithm.

(a) Show that for $s=0.5$ the area-weighted mean diameter exceeds the number-weighted mean by a factor of 1.65, whatever the median.

(b) Find both means for $d_{50}=500$ nm.

(c) What share of the grains is larger than the number-weighted mean, and what share of the film area do these grains cover?

(d) How closely could a map of 1000 grains reproduce the factor?

## Hints

1. Write both means as sums over the grains. In the area-weighted mean each diameter is multiplied by the grain's area, and the sum is divided by the total area. Which powers of $d$ have to be averaged?

2. Put $d=d_{50}\,e^{sz}$. What is the distribution of $z$?

3. The average of $d^k$ then contains the exponent $ksz-z^2/2$. Complete the square in $z$.

4. For part (c), multiply the distribution of $z$ by the weight $d^2$ and complete the square again. What kind of distribution results?

5. For part (d), imagine drawing 1000 diameters many times over, and computing the ratio of the two means for each draw.

## Solution

### The two means

For $N$ grains with diameters $d_i$ and areas $A_i$, the number-weighted mean is

$$D_N=\frac{1}{N}\sum_i d_i .$$

The area-weighted mean is

$$D_A=\frac{\sum_i A_i d_i}{\sum_i A_i}=\frac{\sum_i d_i^3}{\sum_i d_i^2},$$

where $A_i=\pi d_i^2/4$ was inserted and the common factor $\pi/4$ cancelled. A point dropped at random on the map lands in grain $i$ with probability $A_i/\sum_j A_j$. Hence $D_A$ is the mean diameter of the grain found under a random point, while $D_N$ is the mean diameter of a grain picked at random from a list.

Let angle brackets denote the average over the number distribution. For a large population, dividing numerator and denominator by $N$ gives

$$D_N=\langle d\rangle,\qquad D_A=\frac{\langle d^3\rangle}{\langle d^2\rangle}.$$

### The moments

Define $z=(\ln d-\ln d_{50})/s$. Subtracting the mean of $\ln d$ and dividing by its standard deviation makes $z$ a standard normal variable, with density $e^{-z^2/2}/\sqrt{2\pi}$. Since $d=d_{50}e^{sz}$,

$$\langle d^k\rangle=d_{50}^k\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\;e^{ksz-z^2/2}.$$

To complete the square, expand

$$-\tfrac12(z-ks)^2=-\tfrac12z^2+ksz-\tfrac12k^2s^2 .$$

Therefore

$$ksz-\tfrac12z^2=-\tfrac12(z-ks)^2+\tfrac12k^2s^2 .$$

The last term does not depend on $z$ and comes out of the integral. What remains is the integral of a normal density centred at $ks$, which equals 1. Thus

$$\langle d^k\rangle=d_{50}^k\,e^{k^2s^2/2}.$$

### The ratio

With $k=1$,

$$D_N=d_{50}\,e^{s^2/2}.$$

With $k=3$ and $k=2$,

$$D_A=\frac{d_{50}^3\,e^{9s^2/2}}{d_{50}^2\,e^{4s^2/2}}=d_{50}\,e^{5s^2/2}.$$

Dividing, the median cancels and the exponents subtract, $5s^2/2-s^2/2=2s^2$:

$$\boxed{\frac{D_A}{D_N}=e^{2s^2}}$$

For $s=0.5$ the exponent is $2\times0.25=0.5$, and the ratio is $e^{0.5}=1.6487$, or 1.65. This answers part (a).

When $s\to0$ all grains have the same size and the ratio tends to 1. For small $s$ it is $1+2s^2$ to leading order. At $s=0.5$ this would give 1.5, so the full exponential is needed here.

The meaning of "0.5" matters. If it were the standard deviation of $\log_{10}d$, then $s=0.5\ln10=1.151$, and the ratio would be 14.2. If it were the standard deviation of $\ln A$, then $s$ would be 0.25, because $\ln A=2\ln d+\text{constant}$, and the ratio would be $e^{0.125}=1.13$.

### Numbers for the film

For $s=0.5$ the moment formula gives

$$\frac{\langle d\rangle}{d_{50}}=1.1331,\qquad \frac{\langle d^2\rangle}{d_{50}^2}=1.6487,\qquad \frac{\langle d^3\rangle}{d_{50}^3}=3.0802 .$$

With $d_{50}=500$ nm,

$$D_N=500\ \text{nm}\times1.1331=567\ \text{nm},$$

$$D_A=500\ \text{nm}\times\frac{3.0802}{1.6487}=934\ \text{nm}.$$

One film thus has two mean grain diameters that differ by about 370 nm. Neither is wrong, but a quoted mean needs its weighting stated.

### Where the area is

The area-weighted distribution of $z$ is the number distribution multiplied by $d^2$ and normalized. Since $d^2\propto e^{2sz}$, the square is completed as before, now with $k=2$:

$$e^{2sz}e^{-z^2/2}\propto e^{-(z-2s)^2/2}.$$

This is again a normal distribution of unit width, but centred at $2s$ instead of 0. In terms of $\ln d=\ln d_{50}+sz$, the centre moves up by $2s^2$ and the standard deviation remains $s$. Area weighting therefore turns the lognormal into another lognormal of the same $s$, with the median

$$d_{50}\,e^{2s^2}=500\ \text{nm}\times1.6487=824\ \text{nm}.$$

Every diameter of the distribution is in effect stretched by $e^{2s^2}$, which is why the mean and the median grow by the same factor. It also follows that the ratio is the same whether $s$ was read from the number distribution or from the area distribution.

A grain is larger than $D_N=d_{50}e^{s^2/2}$ when $sz>s^2/2$, that is, when $z>s/2$. Let $\Phi(x)$ be the probability that a standard normal variable is below $x$. By symmetry, the probability of lying above $x$ is $\Phi(-x)$. The share of the grains is

$$\Phi(-s/2)=\Phi(-0.25)=40.1\ \%.$$

For the share of area, $z$ is centred at $2s$. The variable $z-2s$ is standard normal and has to exceed $s/2-2s=-3s/2$. The share is

$$\Phi(3s/2)=\Phi(0.75)=77.3\ \%.$$

So two fifths of the grains cover more than three quarters of the film. This answers part (c).

### One map of 1000 grains

The factor 1.65 belongs to the distribution, whereas a map contains a finite sample. To estimate the scatter, 4000 maps were simulated, each with 1000 diameters drawn independently from the lognormal distribution. The ratio $D_A/D_N$ computed map by map has the mean 1.645 and the standard deviation 0.081. Rare, very large grains weigh heavily in this scatter, so the standard deviation itself varies from one set of 4000 simulated maps to the next, typically by about 0.003 and only occasionally by 0.01 or more. About three maps in four give a value within 5 % of 1.65. The scatter is skewed towards high values: 95 % of the maps lie between about 1.53 and 1.83. The third digit from a single map therefore carries little information. The simulation ignores any correlation between the sizes of neighbouring grains.

A real map also loses grains at both ends of the distribution. Take a square measuring grid with a step of 50 nm, and accept a grain only if it covers at least 10 pixels. The smallest accepted area is $10\times(50\ \text{nm})^2$, which corresponds to

$$d_{\min}=\sqrt{\frac{4\times10\times(50\ \text{nm})^2}{\pi}}=178\ \text{nm}.$$

In the lognormal model 2.0 % of the grains are smaller. Leaving them out of the averages, which were summed numerically on a fine grid of $z$, changes the ratio to 1.626, or by $-1.4$ %. The lost grains are small, so each carries little area. Their removal raises $D_N$ relatively more than $D_A$.

At the other end, grains cut by the map edge are often rejected. The side $L$ of a square map that holds 1000 grains follows from the mean grain area:

$$L^2=1000\times\frac{\pi}{4}\langle d^2\rangle=1000\times\frac{\pi}{4}\times1.6487\times(500\ \text{nm})^2,$$

so $L=18.0$ µm. A circular grain whose centre lies in the map is wholly inside if the centre keeps a distance $d/2$ from each side. The centre then lies in a square of side $L-d$, which has the probability $(1-d/L)^2$. Large grains are rejected more often. With this weight on each grain, the same numerical sums give a ratio of 1.628, a change of $-1.2$ %. For these settings, each of the two losses is smaller than the scatter between maps.

### The model and real interconnects

A median of 500 nm and $s=0.5$ are round values chosen for illustration; real films differ with thickness, impurities and heat treatment. Two assumptions deserve attention. First, copper forms twins readily, and the result depends on whether twin boundaries count as grain boundaries. Variation 1 finds a shift of 6 % for one simple case.

Second, the relation $A\propto d^2$ fails if $d$ is another length and the grain shape changes with size. Suppose that $A\propto d^q$. The area-weighted mean is then $\langle d^{q+1}\rangle/\langle d^q\rangle$, and the moment formula gives

$$\frac{D_A}{D_N}=\exp\!\left\{\frac{s^2}{2}\left[(q+1)^2-q^2-1\right]\right\}=e^{qs^2}.$$

A mild departure, $q=2.2$, gives 1.73 at $s=0.5$, which is 5 % above 1.65. A narrow line in which every grain spans the full width is a stronger case. If $d$ now means the grain length along the line, the area is width times length, so $q=1$. For lognormal lengths with the same $s=0.5$, the ratio drops to $e^{0.25}=1.28$. The factor 1.65 should therefore not be carried over from a blanket film to the grain lengths in such a line.

## Variation 1: twin boundaries counted as grain boundaries

*A fraction $p$ of the grains, chosen irrespective of size, is cut by a twin boundary into two parts of equal area. The map counts each part as a grain. How does the ratio change for $p=0.5$?*

Each half has the area $A/2$ and hence the equivalent-circle diameter $d/\sqrt2$. For every original grain there are now, on average, $(1-p)+2p=1+p$ counted grains. The sum of diameters is multiplied by $(1-p)+2p/\sqrt2=1-p+\sqrt2\,p$. Therefore

$$D_N'=D_N\,\frac{1-p+\sqrt2\,p}{1+p}.$$

The total area is unchanged. In the sum of $A_id_i$, a cut grain contributes $2\times(A/2)\times d/\sqrt2=Ad/\sqrt2$ instead of $Ad$. Therefore

$$D_A'=D_A\left(1-p+\frac{p}{\sqrt2}\right).$$

For $p=0.5$ the number mean is multiplied by $1.2071/1.5=0.805$ and the area mean by 0.854. The means become 456 nm and 797 nm. The ratio rises to

$$1.6487\times\frac{0.8536}{0.8047}=1.749,$$

an increase of 6.1 %. Both means fall, but the number mean falls by more.

For $p=1$ both means are divided by $\sqrt2$ and the ratio returns to 1.65. Halving every grain rescales all diameters by one factor and leaves $s$ as it was. The ratio changes when only some of the grains are halved, because this alters the shape of the distribution. Real twins often form narrow bands rather than equal halves, so the 6 % holds for this simple case only. A narrow band adds a small grain to the count and leaves two larger parts, which can change the ratio by considerably more.

## Variation 2: a gamma distribution with the same spread

*Replace the lognormal by a gamma distribution, with density proportional to $d^{\kappa-1}e^{-d/\theta}$, having the same mean and the same standard deviation. What is the ratio now?*

First express the lognormal result through the coefficient of variation $C$, the standard deviation of $d$ divided by its mean:

$$C^2=\frac{\langle d^2\rangle-\langle d\rangle^2}{\langle d\rangle^2}=\frac{e^{2s^2}}{e^{s^2}}-1=e^{s^2}-1 .$$

Hence $e^{2s^2}=(1+C^2)^2$. For $s=0.5$, $C=0.533$ and $C^2=0.284$.

For the gamma distribution, integrate by parts with $k\ge1$. The boundary terms vanish at $d=0$ and at infinity, which leaves

$$\int_0^\infty d^{\kappa+k-1}e^{-d/\theta}\,\mathrm{d}d=\theta(\kappa+k-1)\int_0^\infty d^{\kappa+k-2}e^{-d/\theta}\,\mathrm{d}d .$$

The two integrals are proportional to $\langle d^k\rangle$ and $\langle d^{k-1}\rangle$ with the same constant, so

$$\frac{\langle d^k\rangle}{\langle d^{k-1}\rangle}=(\kappa+k-1)\,\theta .$$

With $k=1$ this gives $D_N=\kappa\theta$, and with $k=3$ it gives $D_A=(\kappa+2)\theta$. With $k=2$, $\langle d^2\rangle=\kappa(\kappa+1)\theta^2$. The variance is then $\kappa(\kappa+1)\theta^2-\kappa^2\theta^2=\kappa\theta^2$, and $C^2=1/\kappa$. Consequently

$$\frac{D_A}{D_N}=1+\frac{2}{\kappa}=1+2C^2=1+2\times0.284=1.568 .$$

This is 4.9 % below the lognormal value. Since $(1+C^2)^2=1+2C^2+C^4$, the two laws agree to order $C^2$ and differ by $C^4=0.081$. At equal mean and standard deviation, $D_N$ and $\langle d^2\rangle$ are the same for both laws. The whole difference therefore lies in $\langle d^3\rangle$, which is larger for the lognormal.
